# Mobility of a Two-Dimensional Electron Gas Limited by Charged Dislocations, part 2

We seek the mobility $\mu$ of electrons in an ideally thin sheet at zero temperature, limited only by charged dislocations. The sheet lies in a medium of dielectric constant $K$ and holds $n$ electrons per area, of effective mass $m$, in one band with two spin states. The dislocations are infinite straight lines perpendicular to the sheet, $N$ per area at uncorrelated places. Each carries $\lambda$ electron charges per length and repels the electrons.

In atomic units $\hbar$, the elementary charge, the free-electron mass and $4\pi\varepsilon_0$ equal one. The Fermi wave number is $k_F=\sqrt{2\pi n}$, the Fermi energy is $k_F^2/(2m)$, the screening wave number is $q_s=2m/K$, and $a=q_s/(2k_F)=m/(Kk_F)$.

Linear mean-field screening gives one line the potential energy, at wave number $q$ and at in-plane distance $r$,

$$V(q)=\frac{4\pi\lambda}{Kq(q+q_s)},$$

$$V(r)=\frac{2\lambda}K\int_0^\infty dt\,
\frac{e^{-q_st}}{\sqrt{r^2+t^2}}.$$

For $q_sr\gg1$ the tail is $\lambda/(mr)$. The constant response $m/\pi$ of the sheet was derived for $q\le2k_F$. Keeping it beyond $2k_F$ is a model that affects $V(r)$ but not the Born rate.

The relaxation rate $1/\tau$ weights scattering through the angle $\theta$ by $1-\cos\theta$, and $\mu=\tau/m$. Rates of different lines add. In Born approximation, with $u=\sin(\theta/2)$,

$$\frac1\tau=\frac{4\pi Nm\lambda^2}{K^2k_F^4}I(a),\qquad
I(a)=\int_0^1\frac{du}{(u+a)^2\sqrt{1-u^2}},$$

$$\mu=\frac{K^2k_F^4}{4\pi m^2\lambda^2N\,I(a)}
=\frac{\pi K^2n^2}{m^2\lambda^2N\,I(a)}.$$

For weak screening, $a\ll1$, $I\simeq1/a$ and $\mu\propto n^{3/2}$. For strong screening, $a\gg1$, $I\simeq\pi/(2a^2)$ and

$$\mu\simeq\frac n{\pi\lambda^2N},$$

though there the mean-field response is no longer a controlled approximation. The questions now turn to the range between these limits.

Q: What happens between the limits?

A: The integral has a closed form. Define

$$J(a)=\int_0^1\frac{du}{(u+a)\sqrt{1-u^2}},\qquad I(a)=-\frac{dJ}{da}.$$

With $u=\cos\varphi$ and $t=\tan(\varphi/2)$,

$$J=\int_0^1\frac{2\,dt}{(1+a)-(1-a)t^2}.$$

For $a<1$ partial fractions give

$$J=\frac1{\sqrt{1-a^2}}\ln
\frac{\sqrt{1+a}+\sqrt{1-a}}{\sqrt{1+a}-\sqrt{1-a}}
=\frac{L}{\sqrt{1-a^2}},\qquad
L=\ln\frac{1+\sqrt{1-a^2}}a.$$

The second form follows on multiplying numerator and denominator of the fraction by its numerator. Since $L=\mathrm{arcosh}(1/a)$, its derivative is $-1/(a\sqrt{1-a^2})$, and the product rule yields

$$I(a)=\frac1{a(1-a^2)}-\frac{aL}{(1-a^2)^{3/2}},\qquad a<1.$$

For $a>1$ the same integral over $t$ is an arctangent, $J=\arccos(1/a)/\sqrt{a^2-1}$, and

$$I(a)=\frac{a\arccos(1/a)}{(a^2-1)^{3/2}}-\frac1{a(a^2-1)},\qquad a>1.$$

At $a=1$, $J$ has the integrand $2/[2+(a-1)(1+t^2)]$ near that point, so $I(1)=\frac12\int_0^1(1+t^2)dt=\frac23$. The resulting mobility was tested against quadrature on both sides of $a=1$ and at it.

The local power of the density follows from $\mu\propto n^2/I(a)$ and $d\ln a/d\ln n=-\frac12$:

$$p=\frac{d\ln\mu}{d\ln n}=2+\frac12\,\frac{d\ln I}{d\ln a}.$$

It tends to $3/2$ for $I\propto1/a$ and to $1$ for $I\propto1/a^2$.

Q: Where does an AlGaN/GaN interface fall?

A: I take round model parameters of the rough size for such a gas: $m=0.2$, $K=9$, $n=10^{-3}$ Å$^{-2}$ and $N=10^{-7}$ Å$^{-2}$. The lines have one charge site per 5 Å, of which a fraction $f$ is filled. These parameters do not describe a particular sample. In a real gas the electrons also spread over some tens of Å in depth, which is not small beside $1/q_s\approx12$ Å. This weakens the screening at the wave numbers that matter, so the thin-sheet model overestimates the Born mobility, and the powers of $n$ below are those of an ideally thin sheet. The effect is not small: with a Fang-Howard depth profile of mean depth about 23 Å, the Born mobility at this density falls to about 0.6 of the thin-sheet value and the local power rises to about 1.5. The Fermi wave number is

$$k_F=\sqrt{2\pi\times10^{-3}}=0.0793\ \text{Å}^{-1},$$

the screening wave number is $0.0840$ Å$^{-1}$, and

$$a=\frac{0.0840}{2\times0.0793}=0.530,\qquad
I=2.624-1.085=1.539.$$

The two terms of $I$ are those of the closed form for $a<1$. The local power is $p=1.38$, so the thin sheet lies between the two limits. In Born approximation the density dependence is

| $n$ (Å$^{-2}$) | $a$ | $p$ |
|---|---|---|
| $10^{-4}$ | 1.68 | 1.23 |
| $10^{-3}$ | 0.53 | 1.38 |
| $10^{-2}$ | 0.17 | 1.47 |

These powers hold only while the line is weak, $\pi\lambda/k_F\ll1$, and this condition is hardest to meet at low density. For $f=0.1$ the first row has $\lambda/k_F=0.80$, and the phase-shift treatment given below yields a power near 0.6 there in place of 1.23. In the thin-sheet model a power near $3/2$ is reached at the dense end. That last row only shows the trend. The field needed to hold such a gas at an interface, $4\pi n/K$ in atomic units, would be about 20 MV/cm, far above the breakdown field of GaN.

Q: And the mobility itself?

A: Eliminate $K$ and $m$ through $K^2n/m^2=1/(2\pi a^2)$, which follows from $a=m/(Kk_F)$. With $\hbar$ and the elementary charge $e$ restored,

$$\mu=\frac e\hbar\,\frac{n}{2a^2\lambda^2N\,I(a)}.$$

For $f=0.1$ the line has $\lambda=0.1/5=0.02$ charges per Å. The fraction is then

$$\frac{10^{-3}}{2(0.530)^2(0.02)^2(10^{-7})(1.539)}\ \text{Å}^2
\approx2.9\times10^7\ \text{Å}^2.$$

Division by $\hbar/e=0.658$ V fs gives $4.4\times10^7$ Å$^2$/(V fs), or $4.4\times10^6$ cm$^2$/(V s). Because the Born rate contains $\lambda^2$, full filling gives a hundredth of this, $4.4\times10^4$ cm$^2$/(V s).

Q: Full filling means one electron charge every 5 Å. Can you still treat the line as a weak perturbation?

A: No, and this can be checked by solving the scattering problem of one line in the same screened potential. Let $\delta_l$ be the phase shift for angular momentum $l$. Far from the line the wave is $e^{ikx}+F(\theta)e^{ikr}/\sqrt r$, with $k=k_F$. In the partial-wave form of the plane wave, the outgoing part of each $l$ is $e^{il\theta}e^{ikr-i\pi/4}/\sqrt{2\pi kr}$. The potential multiplies it by $e^{2i\delta_l}$, hence

$$F(\theta)=\frac{e^{-i\pi/4}}{\sqrt{2\pi k}}
\sum_{l=-\infty}^{\infty}c_l\,e^{il\theta},\qquad c_l=e^{2i\delta_l}-1.$$

In $\int|F|^2(1-\cos\theta)\,d\theta$ the cosine couples neighbouring $l$. The transport cross-section, a length in two dimensions, is

$$\sigma=\frac1k\sum_l\left(|c_l|^2-\mathrm{Re}\,c_lc_{l+1}^*\right)
=\frac1{2k}\sum_l|c_l-c_{l+1}|^2
=\frac2k\sum_l\sin^2(\delta_{l+1}-\delta_l).$$

Since $\delta_{-l}=\delta_l$, each pair occurs twice:

$$\sigma=\frac4kS,\qquad S=\sum_{l=0}^\infty\sin^2(\delta_{l+1}-\delta_l).$$

The slowly growing phase caused by a $1/r$ tail is common to all $l$ and drops out of the differences. One cuts the tail at a large radius and then moves the cut outward. The rate is density of lines times speed times cross-section, $1/\tau=N(k/m)(4/k)S=4NS/m$, so

$$\mu=\frac1{4NS}.$$

Comparison with the Born rate gives $S_{\rm Born}=\pi m^2\lambda^2I/(K^2k^4)=\pi\eta^2a^2I(a)$, where $\eta=\lambda/k_F$ measures the strength of the tail.

Q: Is there a case you can solve without a computer, so that I can see what $\eta$ does?

A: Yes, strong screening. For $a\gg1$ the range $1/q_s$ is much shorter than the wavelength, and I replace the model potential by its tail $\lambda/(mr)$. This step relies on the constant response kept at all $q$. The weaker true response beyond $2k_F$ would change the potential within about a wavelength of the line, so the result shows what $\eta$ does in this model and is not a quantitative law for a strongly screened gas. With $x=kr$ and the radial function written as $u_l/\sqrt x$,

$$u_l''=\left[\frac{l^2-\frac14}{x^2}+\frac{2\eta}x-1\right]u_l.$$

Let $\beta=\eta/(l+\frac12)$ and $w=(l+\frac12)/x+\beta$. Squaring and differentiating $w$ gives

$$w^2+w'=\frac{l^2-\frac14}{x^2}+\frac{2\eta}x+\beta^2,\qquad
w^2-w'=\frac{(l+1)^2-\frac14}{x^2}+\frac{2\eta}x+\beta^2.$$

Hence $u_l''=(w^2+w'-1-\beta^2)u_l$. Define $v=u_l'-wu_l$. Then

$$v'=u_l''-w'u_l-wu_l'=-wv-(1+\beta^2)u_l,$$

$$v''=-w'v-wv'-(1+\beta^2)u_l'=(w^2-w'-1-\beta^2)v.$$

So $v$ obeys the equation for $l+1$. Near the origin $u_l\propto x^{l+1/2}$, and the leading terms of $v$ cancel. This excludes the singular solution, and $v$ is proportional to $u_{l+1}$.

At large $x$, $u_l\propto\sin\Theta$ and $w\to\beta$. Therefore $v\propto\cos\Theta-\beta\sin\Theta\propto\cos(\Theta+\arctan\beta)$. The free phase falls by $\pi/2$ from $l$ to $l+1$, so $u_{l+1}\propto\sin(\Theta-\frac\pi2+\delta_{l+1}-\delta_l)$, which is $-\cos(\Theta+\delta_{l+1}-\delta_l)$. Up to multiples of $\pi$, $\delta_{l+1}-\delta_l=\arctan\beta$, and

$$S=\sum_{l=0}^\infty\frac{\eta^2}{\eta^2+(l+\frac12)^2}
=\frac{\pi\eta}2\tanh(\pi\eta).$$

The sum follows from the logarithmic derivative of the product $\cosh\pi\eta=\prod_{l\ge0}[1+\eta^2/(l+\frac12)^2]$.

For $\pi\eta\ll1$ this is $\pi^2\eta^2/2$, the Born value at large $a$. For $\pi\eta\gg1$ it is $\pi\eta/2$, and

$$\mu\simeq\frac{k_F}{2\pi N\lambda}\propto n^{1/2}.$$

Even at strong screening, the linear law in $n$ therefore needs a weakly charged line. A numerical solution of the radial equation was tested against this sum for the pure tail, and for the screened line at $a=200$, both with $\eta=0.8$. At one percent filling and $a=0.53$, the mean of $S$ for attractive and repulsive lines was tested against Born.

Q: What does the numerical solution say about the example?

A: At $n=10^{-3}$ Å$^{-2}$ it gives

| $f$ | $\eta$ | $\mu/\mu_{\rm Born}$ | $p$ |
|---|---|---|---|
| 0.1 | 0.25 | 0.82 | 1.44 |
| 0.3 | 0.76 | 0.84 | 0.94 |
| 1.0 | 2.52 | 2.22 | 0.54 |

Here $p$ is the local power from the phase shifts at fixed $\lambda$. At $f=0.1$ the mobility is $3.6\times10^6$ cm$^2$/(V s), and at $f=1$ it is $9.8\times10^4$ cm$^2$/(V s).

Q: The correction changes sign. Your Coulomb formula would raise the mobility above Born at every $\eta$.

A: It would, since $\tanh(\pi\eta)<\pi\eta$. But that formula belongs to $a\gg1$, and here $a=0.53$. The reduction at small filling is a numerical result of the phase-shift solution at this $a$; its cause is not derived here.

At full filling the large-$\eta$ law comes close. It gives

$$\frac{0.0793}{2\pi(10^{-7})(0.2)(0.658)}\ \frac{\text{Å}^2}{\text{V fs}}
\approx9.6\times10^5\ \frac{\text{Å}^2}{\text{V fs}},$$

against $9.8\times10^5$ from the phase shifts. The distances make this plausible. An electron heading straight for the line turns back where $\lambda/(mr)=k_F^2/(2m)$, at $r=2\eta/k_F\approx64$ Å. This is well outside $1/q_s\approx12$ Å, so the electron meets mostly the tail.

Q: Then may I quote $9.8\times10^4$ cm$^2$/(V s) for a fully charged dislocation?

A: Not as a prediction. The phase shifts repair the Born step, but they use a potential with the constant response extended beyond $2k_F$, and that potential still rests on linear screening. That requires a potential energy small compared with the Fermi energy, here $0.12$ eV. At $r=1/k_F$ the potential energy is $0.046$ eV for $f=0.1$ and $0.46$ eV for $f=1$. The first value is already about 40 percent of the Fermi energy, so linear screening is only rough for $f=0.1$ as well. In the second case the line would push the electrons away from its surroundings, and the induced charge would no longer be proportional to the potential. Even for small $f$ the logarithmic core violates the condition very near the line.

A reliable value at large filling needs a self-consistent, nonlinear calculation of the charge around the line. The Born formula is the leading result for small line charge, and the power $3/2$ belongs to its weakly screened side. For an ideally thin sheet that means high density; in a gas of realistic depth the screening is weaker, and a power near $3/2$ can appear already at the density of the example. The numerical output lists the remaining values.

## Calculated quantities

```
INPUT
effective mass (electron masses)        0.20
dielectric constant                     9.0
electron density (A^-2)                 1.0e-03
line density (A^-2)                     1.0e-07
spacing of charge sites (A)             5.0
GAS
Fermi wave number (A^-1)                0.07927
screening wave number (A^-1)            0.08399
a = q_s/(2 k_F)                         0.5298
I(a)                                    1.5391
Fermi energy (eV)                       0.1197
local Born exponent of n                1.3803
exponent at a = 0.01, a = 1000          1.4996 1.0006
BORN, f = 0.1: n (A^-2), a, exponent, eta, mobility (A^2/(V fs))
1.0e-04 1.6753 1.2287 0.7979 2.1687e+06
3.0e-04 0.9672 1.3046 0.4607 8.7197e+06
1.0e-03 0.5298 1.3803 0.2523 4.3964e+07
3.0e-03 0.3059 1.4321 0.1457 2.0644e+08
1.0e-02 0.1675 1.4676 0.0798 1.1852e+09
FILLING f = 0.1, eta = 0.2523
  potential energy at r = 1/k_F (eV)    0.0463
  Born mobility (A^2/(V fs))            4.3964e+07
  Born mobility (cm^2/(V s))            4.3964e+06
  phase-shift mobility (A^2/(V fs))     3.5950e+07
  phase-shift mobility (cm^2/(V s))     3.5950e+06
  ratio phase-shift/Born                0.8177
  phase-shift exponent of n             1.4409
FILLING f = 0.3, eta = 0.7569
  potential energy at r = 1/k_F (eV)    0.1390
  Born mobility (A^2/(V fs))            4.8848e+06
  Born mobility (cm^2/(V s))            4.8848e+05
  phase-shift mobility (A^2/(V fs))     4.0950e+06
  phase-shift mobility (cm^2/(V s))     4.0950e+05
  ratio phase-shift/Born                0.8383
  phase-shift exponent of n             0.9449
FILLING f = 1.0, eta = 2.5231
  potential energy at r = 1/k_F (eV)    0.4632
  Born mobility (A^2/(V fs))            4.3964e+05
  Born mobility (cm^2/(V s))            4.3964e+04
  phase-shift mobility (A^2/(V fs))     9.7812e+05
  phase-shift mobility (cm^2/(V s))     9.7812e+04
  ratio phase-shift/Born                2.2248
  phase-shift exponent of n             0.5377
CHECKS
response, largest relative error        2.9e-12
Poisson, largest relative error         9.7e-06
closed mobility, largest relative error 2.2e-16
Coulomb phase sum / closed law          1.00000
screened sum at a = 200 / Coulomb law   0.99994
phase sum / Born sum at f = 0.01        1.00007
```
